# Electron density of a monolayer with fourfold degenerate parabolic bands: test program

```python
"""
Result under test: the zero-temperature electron density of a monolayer with
g identical isotropic parabolic bands is
    n = g * mu * E_F / (4 pi)      (Rydberg atomic units)
g   : total degeneracy, spin included
mu  : band mass divided by the free-electron mass
E_F : Fermi energy above the band edge, in Ry
n   : electrons per squared Bohr radius (a0)
The formula is compared with explicit counts of plane waves in a periodic
square, in Rydberg units and separately in SI units. The thermal extension at
fixed chemical potential is compared with quadrature over wave vectors.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

mass_ratio = 0.5
degeneracy = 4
fermi_meV = 50.0

rydberg_eV = const.physical_constants["Rydberg constant times hc in eV"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
bohr_cm = bohr_m * 100.0

# The kinetic prefactor hbar^2/(2 m_e a0^2) must be one Rydberg.
prefactor_eV = const.hbar**2 / (2 * const.m_e * bohr_m**2) / const.e
assert abs(prefactor_eV / rydberg_eV - 1) < 1e-7

# Derived formulas
fermi_Ry = fermi_meV / 1000.0 / rydberg_eV
k_fermi = np.sqrt(mass_ratio * fermi_Ry)
dos = degeneracy * mass_ratio / (4 * np.pi)
density_au = dos * fermi_Ry
density_cm2 = density_au / bohr_cm**2


def count_plane_waves(side, kinetic_factor, energies, max_index):
    """Count periodic plane waves with kinetic_factor*k^2 <= each energy."""
    index = np.arange(-max_index, max_index + 1, dtype=float)
    k_squared_1d = (2 * np.pi / side * index) ** 2
    # The grid must reach beyond the highest energy asked for.
    assert kinetic_factor * k_squared_1d[0] > max(energies)
    energy = kinetic_factor * (k_squared_1d[:, None] + k_squared_1d[None, :])
    return [int(np.count_nonzero(energy <= limit)) for limit in energies]


print("INPUT")
print(f"band mass / free-electron mass        = {mass_ratio}")
print(f"total degeneracy (spin included)      = {degeneracy}")
print(f"Fermi energy                          = {fermi_meV:.1f} meV")
print(f"Rydberg energy                        = {rydberg_eV:.4f} eV")
print(f"Bohr radius                           = {bohr_cm:.5e} cm")
print("RESULT OF THE FORMULA")
print(f"Fermi energy                          = {fermi_Ry:.6f} Ry")
print(f"Fermi wave vector                     = {k_fermi:.5f} 1/a0")
print(f"density of states                     = {dos:.5f} 1/(Ry a0^2)")
print(f"electron density                      = {density_au:.4e} 1/a0^2")
print(f"electron density                      = {density_cm2:.3e} 1/cm^2")

# Counts in growing boxes, with the rigorous edge-error bound
print("COUNT OF PLANE WAVES IN A PERIODIC SQUARE")
for side in (2.0e3, 2.0e4, 2.0e5):
    radius = k_fermi * side / (2 * np.pi)
    limit_index = int(1.1 * radius) + 2
    count = count_plane_waves(side, 1 / mass_ratio, [fermi_Ry], limit_index)[0]
    disk_area = np.pi * radius**2
    edge_bound = np.pi * (np.sqrt(2) * radius + 0.5)
    assert abs(count - disk_area) <= edge_bound
    counted_density = degeneracy * count / side**2
    assert abs(counted_density / density_au - 1) <= edge_bound / disk_area
    print(f"side {side:8.0f} a0: allowed k in disk = {count}, "
          f"density = {counted_density:.4e} 1/a0^2")
assert abs(counted_density / density_au - 1) < 1.1e-3

# Constant density of states: four equal energy slices in the largest box
slice_tops = [fermi_Ry * part / 4 for part in (1, 2, 3, 4)]
cumulative = count_plane_waves(side, 1 / mass_ratio, slice_tops, limit_index)
slice_counts = np.diff([0] + cumulative)
slice_dos = degeneracy * slice_counts / side**2 / (fermi_Ry / 4)
# Tolerance: edge error of two circles relative to a quarter of the disk
assert np.all(np.abs(slice_dos / dos - 1) < 1e-2)
print("density of states in four energy slices, 1/(Ry a0^2):")
print("  " + "  ".join(f"{value:.5f}" for value in slice_dos))

# Separate count with SI constants, which also tests the unit conversion
side_m = 10e-6
factor_SI = const.hbar**2 / (2 * mass_ratio * const.m_e)
fermi_J = fermi_meV * 1e-3 * const.e
count_SI = count_plane_waves(side_m, factor_SI, [fermi_J], 1500)[0]
density_SI_cm2 = degeneracy * count_SI / (side_m * 100.0) ** 2
assert abs(density_SI_cm2 / density_cm2 - 1) < 1.2e-3
assert abs(density_cm2 / 2.1e13 - 1) < 0.01
print(f"SI count, side 10 micrometres: density = {density_SI_cm2:.3e} 1/cm^2")

# Finite temperature at fixed chemical potential equal to E_F
print("FIXED CHEMICAL POTENTIAL, FINITE TEMPERATURE")
for temperature in (3.0, 300.0):
    thermal_Ry = const.k * temperature / const.e / rydberg_eV
    closed_form = dos * thermal_Ry * np.logaddexp(0.0, fermi_Ry / thermal_Ry)
    k_top = np.sqrt(mass_ratio * (fermi_Ry + 40 * thermal_Ry))

    def integrand(k):
        occupation = expit((fermi_Ry - k**2 / mass_ratio) / thermal_Ry)
        return degeneracy * k * occupation / (2 * np.pi)

    integral = quad(integrand, 0.0, k_top, points=[k_fermi],
                    epsabs=1e-14, epsrel=1e-10, limit=300)[0]
    assert abs(integral / closed_form - 1) < 1e-7
    ratio = integral / density_au
    if temperature == 3.0:
        assert abs(ratio - 1) < 1e-6
    print(f"T = {temperature:5.1f} K: k_B T / E_F = {thermal_Ry/fermi_Ry:.4f}, "
          f"n(T)/n(0) = {ratio:.4f}")

print("OK")
```

It prints:

```
INPUT
band mass / free-electron mass        = 0.5
total degeneracy (spin included)      = 4
Fermi energy                          = 50.0 meV
Rydberg energy                        = 13.6057 eV
Bohr radius                           = 5.29177e-09 cm
RESULT OF THE FORMULA
Fermi energy                          = 0.003675 Ry
Fermi wave vector                     = 0.04287 1/a0
density of states                     = 0.15915 1/(Ry a0^2)
electron density                      = 5.8488e-04 1/a0^2
electron density                      = 2.089e+13 1/cm^2
COUNT OF PLANE WAVES IN A PERIODIC SQUARE
side     2000 a0: allowed k in disk = 593, density = 5.9300e-04 1/a0^2
side    20000 a0: allowed k in disk = 58481, density = 5.8481e-04 1/a0^2
side   200000 a0: allowed k in disk = 5848857, density = 5.8489e-04 1/a0^2
density of states in four energy slices, 1/(Ry a0^2):
  0.15915  0.15915  0.15916  0.15915
SI count, side 10 micrometres: density = 2.089e+13 1/cm^2
FIXED CHEMICAL POTENTIAL, FINITE TEMPERATURE
T =   3.0 K: k_B T / E_F = 0.0052, n(T)/n(0) = 1.0000
T = 300.0 K: k_B T / E_F = 0.5170, n(T)/n(0) = 1.0698
OK
```
